\section*{Burstein–Moss shift from carrier density and reduced mass in parabolic bands}

\section*{Question}

I am stuck on an exercise about a transparent conductor. The conduction band holds $n=5\times10^{20}\ \mathrm{cm^{-3}}$ electrons, the bands are parabolic, and the reduced mass is $0.3$ electron masses. I have to find the Burstein--Moss shift, meaning how far the absorption onset moves up because the bottom of the conduction band is full.

I filled a sphere in $k$ space with one electron per allowed $k$, put its radius into $k^2/(2m_r)$, and got about $1.22$ eV. A classmate says that the reduced mass cannot be right, because electrons are added to the conduction band alone. She takes $m_c=0.4$ for the conduction band and $m_v=1.2$ for the valence band, which do combine to $0.3$, uses $m_c$ alone, and finds about $0.57$ eV.

Which mass belongs in the formula, and is my sphere right? Does the result survive at room temperature, and would it hold for an amorphous film?

\section*{Answer}

The reduced mass is right for the shift you were asked for, but your sphere is too large: each $k$ holds two electrons. Your classmate's number answers a different question, which matters for your amorphous film.

\subsection*{The model}

I use atomic units in the algebra ($\hbar=m_e=e=1$), so masses are in electron masses. Put the zero of energy at the valence-band top and take a direct gap $E_g$ at $k=0$:
\begin{equation}
E_c(k)=E_g+\frac{k^2}{2m_c},\qquad E_v(k)=-\frac{k^2}{2m_v}.
\end{equation}
Both masses are positive; the minus sign makes the valence band curve downwards. There is one conduction valley with two spin states per $k$, the valence band is full, and for now the temperature is zero. The bands keep their shape and separation when carriers are added, so what follows is the effect of band filling alone.

\subsection*{How large is the filled sphere?}

In a periodic box of volume $V$, each allowed $k$ occupies a volume $(2\pi)^3/V$ in $k$ space. The lowest states fill a sphere of radius $k_F$. With two spins per $k$, the number of electrons is
\begin{equation}
N=2\,\frac{4\pi k_F^3/3}{(2\pi)^3/V}
 =\frac{8\pi k_F^3V}{24\pi^3}
 =\frac{k_F^3V}{3\pi^2}.
\end{equation}
Dividing by $V$ and solving for the radius gives
\begin{equation}
n=\frac{k_F^3}{3\pi^2}
\quad\Longrightarrow\quad
k_F=(3\pi^2n)^{1/3}.
\end{equation}
With one electron per $k$, the factor 2 is missing and $k_F^3$ becomes $6\pi^2n$. That doubles $k_F^3$ and multiplies $k_F^2$, and hence the shift, by $2^{2/3}\approx1.59$.

\subsection*{Which mass sets the onset?}

Absorbing a photon takes an electron from the valence band to the conduction band. The photon wavelength is a few thousand angstrom, so its wavenumber is of order $10^{-3}\ \text{\AA}^{-1}$, far below the $k_F$ found below. Scattering by the dopants blurs $k$ more than the photon does: for an assumed mobility of $40\ \mathrm{cm^2/(V\,s)}$ and $m_c=0.4$, the inverse mean free path at this density is about $0.015\ \text{\AA}^{-1}$ and the level broadening $\hbar/\tau$ about $0.07$ eV. The model neglects this. In a perfect crystal the electron keeps its $k$ to a good approximation, and the transition is vertical. Its energy is
\begin{align}
E_c(k)-E_v(k)
&=E_g+\frac{k^2}{2m_c}-\left(-\frac{k^2}{2m_v}\right)\\
&=E_g+\frac{k^2}{2}\left(\frac1{m_c}+\frac1{m_v}\right)
 =E_g+\frac{k^2}{2m_r},
\end{align}
where $1/m_r=1/m_c+1/m_v$.

The Pauli principle forbids transitions into the filled states with $k<k_F$. An initial state is available at every $k$, because the valence band is full. Since the transition energy rises with $k$, the cheapest allowed transition lies at the surface of the sphere. With an empty conduction band the onset is $E_g$, at $k=0$. The difference is the Burstein--Moss shift:
\begin{equation}
\Delta=\frac{k_F^2}{2m_r}=\frac{(3\pi^2n)^{2/3}}{2m_r}.
\label{eq:shift}
\end{equation}

Your classmate is right that the added electrons sit in the conduction band. The valence mass enters because the electron that absorbs the photon must now start at $k_F$, below the valence top. The two contributions are
\begin{equation}
\Delta=\underbrace{\frac{k_F^2}{2m_c}}_{\text{Fermi energy }E_F}
+\underbrace{\frac{k_F^2}{2m_v}}_{\text{depth of initial state}}.
\end{equation}
For a very heavy valence band the second term vanishes, $m_r\to m_c$, and $\Delta\to E_F$.

\subsection*{The numbers}

Since $1\ \text{\AA}^{-3}=10^{24}\ \mathrm{cm^{-3}}$, the density is $n=5\times10^{-4}\ \text{\AA}^{-3}$. Then
\begin{align}
k_F^3&=3\pi^2n=0.014804\ \text{\AA}^{-3},\\
k_F&=0.2455\ \text{\AA}^{-1},\qquad k_F^2=0.06029\ \text{\AA}^{-2}.
\end{align}
To get an energy in eV from a wavenumber in $\text{\AA}^{-1}$, restore the constants: $k^2/(2m)$ becomes $(\hbar^2/2m_e)\,k^2/m$, with $m$ still in electron masses and $\hbar^2/2m_e=3.810\ \mathrm{eV\,\text{\AA}^2}$. Hence
\begin{equation}
\Delta=\frac{3.810\times0.06029}{0.3}\ \mathrm{eV}
\approx0.77\ \mathrm{eV}\quad(0.028\ \text{hartree}).
\end{equation}

With your classmate's masses, $1/0.4+1/1.2=1/0.3$, as required. The conduction part is $0.574$ eV, which is her result, and the valence part is $0.191$ eV. The given reduced mass fixes their sum but not the split: $m_c=m_v=0.6$ would give the same $\Delta$ in two equal halves. If the gap is chosen as $3.00$ eV, the onset moves to about $3.77$ eV.

Your value of $1.22$ eV is what the correct formula gives at $10^{21}\ \mathrm{cm^{-3}}$, since leaving out spin has the same effect on $k_F$ as doubling the density.

\subsection*{A check by listing the states}

The formula can be checked without replacing the sum over states by a sphere. Take a cubic periodic box of edge $L=1259.9$ \AA, which holds $10^6$ electrons at this density. List its plane-wave states, fill the lowest ones with two electrons each, and search for the cheapest vertical transition into an empty state. The shift found is $0.7659$ eV, against $0.7657$ eV from Eq.~\eqref{eq:shift}. With one electron per $k$, the same search gives $1.2157$ eV, which reproduces your first answer.

The formula also says $\Delta\propto n^{2/3}$, so eight times the density should give four times the shift. Filling the same box with $10^6$ electrons and with one eighth as many, $125\,000$, gives two shifts whose ratio is $4.008$. The small excess is of the size expected from its discrete levels. Allowed values of $k^2$ are integer multiples of $(2\pi/L)^2$, and at the lower density, where $k_F^2$ is one quarter of the value found above, the integer at the Fermi surface is near
\begin{equation}
\frac14\left(\frac{0.2455\times1259.9}{2\pi}\right)^2\approx606.
\end{equation}
One unit in that integer changes the energy by about $0.17\%$, while the ratio is off by $0.2\%$. Not every integer occurs (604 and 607 are not sums of three squares). The lowest empty states lie at the integers 605 and 2425 for the two fillings, and $2425/605=4.008$.

The same power law shows how an uncertain density affects the answer. For small changes $\delta\Delta/\Delta=\tfrac23\,\delta n/n$, so a $10\%$ error in $n$ changes $\Delta$ by about $7\%$, or $0.05$ eV. With that uncertainty the shift lies between $0.71$ and $0.82$ eV, so for a real film even the second digit is in doubt.

\subsection*{Room temperature}

At temperature $T$ the edge of the filled region is smooth. Let $\varepsilon=k^2/(2m_c)$ be the energy above the conduction minimum and $\mu$ the chemical potential measured from the same point. The occupation is $f=1/(e^{(\varepsilon-\mu)/k_BT}+1)$. The valence band stays full to an excellent approximation, because its top lies $E_g+\mu\gg k_BT$ below the chemical potential.

First find $\mu$ from the fixed density. The zero-temperature count $n=k_F^3/(3\pi^2)$ is the integral of $k^2/\pi^2$ up to $k_F$, so at finite temperature
\begin{equation}
n=\frac1{\pi^2}\int_0^\infty k^2f\,dk
 =\frac{\sqrt2\,m_c^{3/2}}{\pi^2}\int_0^\infty\varepsilon^{1/2}f\,d\varepsilon,
\end{equation}
where $k=\sqrt{2m_c\varepsilon}$ and $dk=\sqrt{m_c/(2\varepsilon)}\,d\varepsilon$ were used. Integrate by parts; the boundary terms vanish:
\begin{equation}
\int_0^\infty\varepsilon^{1/2}f\,d\varepsilon
=\frac23\int_0^\infty\varepsilon^{3/2}\left(-\frac{df}{d\varepsilon}\right)d\varepsilon.
\end{equation}
For $k_BT\ll\mu$, the function $-df/d\varepsilon$ is a narrow peak, symmetric about $\mu$, with unit area and mean square width $\pi^2(k_BT)^2/3$, up to exponentially small terms. Expand $\varepsilon^{3/2}$ about $\mu$ to second order. The linear term integrates to zero by symmetry, and the quadratic term has coefficient $\tfrac38\mu^{-1/2}$. To second order in $k_BT/\mu$, the last integral, without its prefactor $\tfrac23$, is therefore
\begin{equation}
\mu^{3/2}+\frac38\mu^{-1/2}\,\frac{\pi^2}{3}(k_BT)^2
=\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{\mu}\right)^2\right].
\end{equation}
At $T=0$ it is $E_F^{3/2}$, and the density has not changed, so the two are equal. Raising both sides to the power $2/3$ and keeping the leading correction, in which $\mu$ may be replaced by $E_F$, gives
\begin{equation}
\mu\approx E_F\left[1-\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2\right].
\end{equation}
At 300 K, $k_BT=0.02585$ eV and $\mu=0.5733$ eV, in agreement with a direct numerical solution for $\mu$.

Now translate this into photon energy. A photon of energy $E_g+x$ selects $k^2=2m_rx$, so its final state lies at $\varepsilon=xm_r/m_c$. That state is empty with probability $1-f$, which equals one half at $\varepsilon=\mu$, hence at
\begin{equation}
x_{1/2}=\mu\,\frac{m_c}{m_r}=0.5733\times\frac{0.4}{0.3}\ \mathrm{eV}=0.764\ \mathrm{eV}.
\end{equation}
The probability is $0.1$ at $\varepsilon=\mu-k_BT\ln9$ and $0.9$ at $\varepsilon=\mu+k_BT\ln9$. In photon energy these points are separated by
\begin{equation}
2\ln9\;k_BT\,\frac{m_c}{m_r}\approx0.15\ \mathrm{eV}.
\end{equation}
Room temperature thus barely moves the centre of the edge, but it blurs the edge noticeably. An onset read from the foot of the edge moves down: the $10\%$ point lies at $x_{1/2}-\ln9\,k_BT\,m_c/m_r\approx0.69$ eV, and the steepest tangent to $x(1-f)^2$, the squared model absorption, meets the axis near $0.74$ eV. The series for $\mu$ needs $k_BT\ll E_F$. The expressions for $x_{1/2}$ and the width hold as long as $\mu>k_BT\ln9$, and they lose their meaning at low density, where the electrons are no longer degenerate.

\subsection*{The amorphous film}

Equation~\eqref{eq:shift} relies on vertical transitions. Suppose that disorder removes this restriction while the parabolic bands remain a fair description of the energies. At zero temperature an electron can then go from the valence top, at $k=0$, to the lowest empty conduction state, at $k_F$. The onset is $E_g+k_F^2/(2m_c)$, and the shift is
\begin{equation}
\Delta_{\text{no }k}=\frac{k_F^2}{2m_c}=E_F\approx0.57\ \mathrm{eV}.
\end{equation}
Searching the listed box states without the vertical restriction gives $0.5744$ eV. Your classmate's mass is the right one for the threshold in this limit. The threshold is soft, however. For a photon of energy $E_g+x$ and a constant matrix element, the absorption is proportional to $\int_{E_F}^{x}\sqrt{\varepsilon}\,\sqrt{x-\varepsilon}\,d\varepsilon$, which rises from zero as $(x-E_F)^{3/2}$. An edge extrapolated from a plot therefore depends on the plot and the fitting range and need not lie at $E_F$. If disorder also creates states inside the gap, the onset needs a model that includes them.

\subsection*{Comparing with a measured edge}

Two further assumptions matter for a real material. First, interactions among the carriers and with the dopants can narrow the gap. Such narrowing acts against the filling shift, so $0.77$ eV should not be read as the predicted change of a measured optical gap. To see the scale, the exchange energy alone of an electron at $k_F$, of size $k_F/(\pi\epsilon_r)$ in atomic units, is about $0.12$ eV for an assumed dielectric constant $\epsilon_r=9$ and $0.28$ eV for $\epsilon_r=4$. Second, the bands may flatten away from $k=0$. For an isotropic band filled outwards from $k=0$, counting still fixes the same $k_F$, but if the transition energy at $k_F$ lies below its parabolic value, the shift is smaller than Eq.~\eqref{eq:shift} gives. As an illustration, a conduction band with $\varepsilon(1+\alpha\varepsilon)=k^2/(2m_c)$ and an assumed $\alpha=0.5\ \mathrm{eV^{-1}}$ lowers $E_F$ from $0.57$ to $0.47$ eV and the shift from $0.77$ to $0.66$ eV.

For the exercise as set, with vertical transitions and band filling alone, the answer is $0.77$ eV. The numerical output below lists the values at more digits and at other densities.

\section*{Calculated quantities}
\begin{verbatim}
density (input)                 5.0e+20 cm^-3
density                         5.000e-04 angstrom^-3
conduction mass (input)         0.40 m_e
valence mass (input)            1.20 m_e
reduced mass                    0.3000 m_e
gap (input)                     3.00 eV
hbar^2/(2 m_e)                  3.80998 eV angstrom^2
3 pi^2 n                        0.014804 angstrom^-3
Fermi wavenumber                0.24554 angstrom^-1
Fermi wavenumber squared        0.060292 angstrom^-2
Burstein-Moss shift             0.7657 eV
Burstein-Moss shift             0.02814 hartree
conduction part (Fermi energy)  0.5743 eV
valence part                    0.1914 eV
absorption onset                3.7657 eV
box: electrons                  1000000
box: edge length                1259.9 angstrom
box: Fermi wavenumber           0.24558 angstrom^-1
box: vertical shift             0.7659 eV
box: shift, k not conserved     0.5744 eV
box: shift ratio, density x 8   4.0083 (no unit)
shift if spin is forgotten      1.2155 eV
box: one electron per k         1.2157 eV
shift at 1e+20 cm^-3          0.2619 eV
shift at 2e+20 cm^-3          0.4157 eV
shift at 1e+21 cm^-3          1.2155 eV
temperature (input)             300 K
thermal energy                  0.02585 eV
chemical potential, numerical   0.57332 eV
chemical potential, series      0.57332 eV
half-blocking shift             0.7644 eV
10-90 percent edge width        0.1515 eV
\end{verbatim}
